# The Classical Nucleation Barrier from a Seeded Simulation, part 2

The aim is to find the free-energy barrier $\Delta G^*$ for crystallization of a supercooled liquid from seeded runs. Each run places a crystalline cluster in the liquid at fixed temperature $T$ and pressure and lets it grow or dissolve. A nucleus of $N$ atoms has free energy

$$G(N)=-N\Delta\mu+aN^{2/3}.$$

Here $\Delta\mu>0$ is the chemical potential of the liquid minus that of the crystal, per atom. The constant $a=\gamma s v^{2/3}$ contains the interfacial free energy per area $\gamma$, the volume per atom $v$ and a shape number $s$, with $s^3=36\pi$ for a sphere. The classical assumptions are a bulk-like interior and constant $\gamma$, $v$ and shape. At the top, $N=N_c$, they give $a=\frac32\Delta\mu N_c^{1/3}$, $G''=-\Delta\mu/(3N_c)$ and the half rule $\Delta G^*=\frac12N_c\Delta\mu$. For a sphere,

$$\gamma=\Delta\mu\left(\frac{3N_c}{32\pi v^2}\right)^{1/3}.$$

For a cap on a wall with contact angle $\theta$, measured through the crystal, $N_c$ and $\Delta G^*$ are both reduced by $\phi(\theta)=(2-3\cos\theta+\cos^3\theta)/4$.

The driving force is

$$\Delta\mu=\Delta h_m\left(1-\frac{T}{T_m}\right)-\Delta c_p\left[T_m-T-T\ln\frac{T_m}{T}\right],$$

with melting temperature $T_m=900$ K, heat of fusion $\Delta h_m=0.14$ eV per atom and heat-capacity difference (liquid minus crystal) $\Delta c_p=k_B=8.617\times10^{-5}$ eV/K per atom. The first term alone is the linear estimate.

Write $\beta=1/k_BT$ and $x=\beta\Delta\mu$. The runs give the size $N_{1/2}$ from which half of them grow, and the question is how it differs from $N_c$. A cluster of $n$ atoms gains one at rate $u_n$ and loses one at rate $d_n$, with

$$u_n=k_0\left(n+\tfrac12\right)^{2/3}e^{-\beta[G(n+1)-G(n)]/2},$$

where $k_0$ is a rate per surface site. Detailed balance requires $d_ne^{-\beta G(n)}=u_{n-1}e^{-\beta G(n-1)}$. Let $q_n$ be the probability of growing to a large final size before dissolving. Its increments are proportional to $e^{\beta G(n)}/u_n$, which for large clusters becomes

$$\frac{dq}{dN}\propto N^{-2/3}e^{\beta G(N)} .$$

**Q.** That is peaked near $N_c$, but it is not symmetric.

**A.** The asymmetry produces the shift. Put $y=N-N_c$. The third derivative at the top is $G'''=\frac{8}{27}aN_c^{-7/3}=\frac49\Delta\mu/N_c^2$, so

$$\beta G=\beta\Delta G^*-\frac{y^2}{2\sigma^2}+\frac{g y^3}{6}+\dots,\qquad \sigma^2=\frac{3N_c}{x},\qquad g=\frac{4x}{9N_c^2}.$$

Also $N^{-2/3}\approx N_c^{-2/3}(1-2y/3N_c)$. To first order in the asymmetry,

$$\frac{dq}{dN}\propto e^{-y^2/2\sigma^2}\left[1+\frac{g y^3}{6}-\frac{2y}{3N_c}\right].$$

The odd terms add some weight on one side and remove the same weight from the other. The median moves by $m$ until the areas are equal again. Near $y=0$ the density is 1 in these units, so the move transfers an area $m$, and

$$m=\int_0^\infty e^{-y^2/2\sigma^2}\left[\frac{g y^3}{6}-\frac{2y}{3N_c}\right]dy=\frac{g\sigma^4}{3}-\frac{2\sigma^2}{3N_c}.$$

I used $\int_0^\infty y^3e^{-y^2/2\sigma^2}dy=2\sigma^4$ and $\int_0^\infty y\,e^{-y^2/2\sigma^2}dy=\sigma^2$. Since $g\sigma^4=4/x$ and $\sigma^2/N_c=3/x$,

$$m=\frac{4}{3x}-\frac2x=-\frac{2}{3x},\qquad N_{1/2}\approx N_c-\frac23\,\frac{k_BT}{\Delta\mu}.$$

Putting $N_{1/2}$ in place of $N_c$ changes the inferred barrier by $\frac12m\Delta\mu=-k_BT/3$. This holds for the rates chosen above and for $\sigma\ll N_c$. It depends on that choice. With $u_n=k_0n^{2/3}$ and no exponential factor, the increment from $n$ to $n+1$ carries $e^{\beta G(n)}$ but belongs to $n+\frac12$. The median then moves up by a further half atom, and the offset in the barrier becomes $-k_BT/3+\Delta\mu/4$. For $N_c=2\times10^5$ and $x=0.1$ the explicit sum of the increments gives a shift of $-6.667$ atoms, as predicted.

**Q.** Now show me a case of the size met in practice.

**A.** I take rough values in the regime of Ge–Sb–Te phase-change alloys: the $T_m$, $\Delta h_m$ and $\Delta c_p$ used before, $v=0.030$ nm$^3$, $\gamma=0.080$ J/m$^2$ and $T=600$ K. Then $\Delta\mu=0.04178$ eV, $k_BT=0.05170$ eV and $x=0.808$. The runs are random walks in $N$ with the rates above. They replace molecular dynamics and contain no atomic structure. For each seed, 2000 walks ran until they reached 5 or 150 atoms.

| Seed (atoms) | Fraction grown | Exact for the walk |
|---|---|---|
| 30 | 0.050 | 0.048 |
| 40 | 0.205 | 0.209 |
| 50 | 0.4805 | 0.481 |
| 60 | 0.7645 | 0.743 |
| 70 | 0.884 | 0.904 |

**Q.** The last row is off by more than I would expect from 2000 runs.

**A.** It lies three standard errors below the exact value, with a standard error of $\sqrt{0.904\times0.096/2000}=0.0066$. Among five independent seeds, a deviation at least that large has a chance of about 1.5%. Both columns use the same rates, so I read it as a sampling fluctuation. It does not enter the half-growth size, which comes from the rows for 50 and 60 atoms. The row for 60 is itself 2.2 standard errors high, but the half point lies so close to 50 that this moves it by less than 0.1 atom:

$$N_{1/2}=50+10\times\frac{0.5000-0.4805}{0.7645-0.4805}=50.7 .$$

The sampling uncertainty is 0.4 atoms. The barrier from the seeds is

$$\Delta G^*=\tfrac12\times50.69\times0.04178\ \text{eV}=1.06\ \text{eV}=1.70\times10^{-19}\ \text{J}.$$

**Q.** And the barrier you had put in?

**A.** The maximum of $G(N)$ lies at $N_c=51.5$ atoms and has height 1.076 eV, or $20.8\,k_BT$. The seeded value is lower by 0.017 eV. The predicted offset $-k_BT/3$ is also $-0.017$ eV, but half of $0.4\,\Delta\mu$ is 0.008 eV, so the sampled difference is only two standard errors from zero. The exact half-growth size of the walk is a sharper comparison. It is 50.64 atoms, 0.84 below the top, against a predicted 0.83. The seeds also return $\gamma=0.0796$ J/m$^2$ for the 0.0800 put in.

**Q.** You built the model from the classical $G(N)$ and recovered the classical barrier. What has that shown?

**A.** That the seeding procedure extracts the barrier when the classical assumptions hold. It does not show that they hold for an alloy. That needs evidence from outside the half rule, such as a barrier obtained by sampling $G(N)$ directly.

**Q.** A device engineer wants a time, not a barrier.

**A.** Then the flux of clusters over the top is needed. Let $c_n=(1/v)e^{-\beta G(n)}w_n$ be the number of $n$-clusters per volume, where $w_n=1$ would be equilibrium. With detailed balance the steady flux is

$$J=u_nc_n-d_{n+1}c_{n+1}=\frac1v\,u_ne^{-\beta G(n)}(w_n-w_{n+1}).$$

Divide by the prefactor and sum over $n$, from $w=1$ for the smallest clusters to $w=0$ for those removed after growth. This gives $Jv\sum_ne^{\beta G(n)}/u_n=1$. Near the top the sum is a Gaussian integral, $e^{\beta\Delta G^*}\sqrt{2\pi}\,\sigma/f$, with $f=k_0N_c^{2/3}$. Hence

$$J=\frac{Zf}{v}\,e^{-\beta\Delta G^*},\qquad Z=\frac{1}{\sqrt{2\pi}\,\sigma}=\sqrt{\frac{\Delta\mu}{6\pi k_BTN_c}} .$$

In the example $Z=0.0289$. With a rough $k_0=10^{11}$ s$^{-1}$, $f=1.38\times10^{12}$ s$^{-1}$ and $J=1.2\times10^3$ nm$^{-3}$ s$^{-1}$. A cube of edge 20 nm holds 8000 nm$^3$, so the mean wait is $1/(8000J)$, about 100 ns. Solving the population equations for the same walk gives 0.994 of the flux from the formula.

**Q.** Is that rate good to 1%?

**A.** As a solution of the model, yes. As a prediction, no. The model gives a single atom the free energy $G(1)=0.191$ eV, or $3.7\,k_BT$, although a single atom needs no work of formation. Measuring the barrier from $G(1)$ would raise the rate by $e^{3.7}\approx40$. The classical formula does not settle this choice.

**Q.** How sharply must I count the atoms in the seed? An atom at the interface is neither liquid nor crystal.

**A.** This is a serious weakness. At fixed $\Delta\mu$, a 10% error in $N_c$ is a 10% error in the barrier, here 0.108 eV, and it changes the exponential in the rate by a factor of 8. The critical radius is 0.717 nm and $N\propto r^3$, so 10% in $N$ corresponds to 0.024 nm in radius, far less than an atomic diameter. The rule for assigning atoms to the crystal must therefore be stated with the result, and the barrier should be given for more than one reasonable rule.

**Q.** At 0.7 nm I also doubt that $\gamma$ is the value for a flat interface.

**A.** Let $\gamma(r)=\gamma_\infty(1-2\delta/r)$, with $\delta$ a length that may have either sign. Put $t=\delta/r_c$, with $r_c$ the critical radius, and $S=4\pi\gamma_\infty r_c^2$. The surface cost has a part $S\propto N^{2/3}$ and a part $-2tS\propto N^{1/3}$. Multiplying the stationarity condition by $N_c$ gives

$$N_c\Delta\mu=\tfrac23S-\tfrac13\,2tS=\tfrac23S(1-t).$$

The barrier is $S-2tS-N_c\Delta\mu=\frac13S(1-4t)$, so

$$\frac{\Delta G^*}{\frac12N_c\Delta\mu}=\frac{1-4t}{1-t}.$$

With a rough $|\delta|=0.05$ nm and the critical radius held at 0.717 nm, the factor is 0.775 for positive $\delta$ and 1.196 for negative $\delta$. The true barrier would then differ from the half-rule value by roughly a fifth of that value, in a direction I cannot give without knowing the sign of $\delta$.

**Q.** The curved interface also squeezes the crystal. You kept $v$ constant.

**A.** Let the nucleus shrink to $v(1-s)$ per atom, at an elastic cost $\frac12Bvs^2$ per atom, with $B$ its bulk modulus. In this answer $s$ is that compression. The surface cost $F$ is proportional to $[Nv(1-s)]^{2/3}$. Stationarity in $s$ and in $N$ gives

$$\frac{2F}{3N_c}=Bvs(1-s),\qquad \Delta\mu=\tfrac12Bvs^2+\frac{2F}{3N_c}=Bvs\left(1-\tfrac s2\right).$$

The second condition also says that the bulk and elastic terms together equal $-\frac23F$, so $\Delta G^*=\frac13F=\frac12N_cBvs(1-s)$. Relative to $\frac12N_c\Delta\mu$ this is $(1-s)/(1-s/2)\approx1-s/2$, with $s\approx\Delta\mu/(Bv)$. Here $\Delta\mu/v=0.22$ GPa. For a rough $B=40$ GPa the barrier falls by 0.3%, which is negligible. This takes the stress of the interface to equal $\gamma$, as for a liquid drop. A crystal is strained by its interface stress $f$, which can differ from $\gamma$ in size and sign, and a negative $f$ stretches the nucleus. The correction scales as $(f/\gamma)^2$ and is about 2.6% for $f=3\gamma$.

**Q.** And if the surroundings are a glass that cannot flow?

**A.** Then the density difference leaves a strain energy $e$ per atom, and $\Delta\mu-e$ replaces $\Delta\mu$. Let the unstressed crystal sphere differ in linear size from its hole by a fraction $\epsilon_m$, and let the interface settle at a fraction $\eta$ of that misfit. The sphere stores $\frac92K(1-\eta)^2\epsilon_m^2$ per volume, with $K$ its bulk modulus.

Outside a sphere of radius $R$ the displacement is $\eta\epsilon_mR^3/r^2$. Its strains are $-2$, $1$ and $1$ times $\eta\epsilon_mR^3/r^3$, which sum to zero, so only the shear modulus $\mu_s$ enters. The energy density is $6\mu_s\eta^2\epsilon_m^2R^6/r^6$. Integrated outside and divided by the sphere's volume, it gives $6\mu_s\eta^2\epsilon_m^2$. The sum is least at $\eta=3K/(3K+4\mu_s)$, where it equals

$$\frac{18K\mu_s}{3K+4\mu_s}\,\epsilon_m^2 .$$

For $K=40$ GPa, $\mu_s=10$ GPa and a volume misfit of 5%, so that $\epsilon_m=0.05/3$, this is 0.0023 eV per atom. At fixed $N_c$ the barrier falls by 5.6%. A liquid that flows faster than the nucleus grows relaxes this stress.

**Q.** How does the example compare with a real memory cell?

**A.** Ge–Sb–Te alloys melt at roughly 900 K, and cells with dimensions of tens of nanometres are crystallized by pulses of very roughly tens to hundreds of nanoseconds. The model's 100 ns falls in that range, but $k_0$ and $\gamma$ are rough and the rate is sensitive to them, so this is no confirmation. With $\gamma=0.070$ J/m$^2$ the wait is about 0.1 ns, and with 0.090 J/m$^2$ it is about 0.6 ms. The crystal that forms in a cell is also usually a metastable cubic phase, whose $\Delta\mu$ is smaller than that of the stable phase that melts near 900 K. A cell also breaks the assumption of nucleation in a uniform liquid, because it has walls. On a wall with $\theta=90^\circ$, $\phi=\frac12$, and the model gives 26 atoms and 0.54 eV. The exponential rises by $e^{10.4}\approx3\times10^4$, while the walls of the 20 nm cube offer about a tenth as many sites as its volume. The model's wait would then fall more than a thousandfold, well below the range just quoted. At $60^\circ$ the critical cap has 8 atoms, too few for a continuum surface to be trusted. If crystal already borders the molten region, growth can start from that edge without a new crystallite having to form in the liquid.

**Q.** Could I carry the barrier at 600 K over to other temperatures?

**A.** No. With $\gamma$ held at 0.080 J/m$^2$, the model gives 25 atoms and 0.67 eV at 500 K, and 153 atoms and 2.2 eV at 700 K. In units of $k_BT$ the barriers are 15.5 and 36.9. Each temperature needs its own critical size and its own $\Delta\mu$. The higher temperature has the larger nucleus, for which counting and curvature errors are a smaller fraction of the barrier. That does not make the rate more certain. For a given small error in the radius $r$, the fractional error in the barrier falls as $1/r$, but the barrier itself grows as $r^2$, so the error in energy grows as $r$. Between 500 and 700 K in this model, $r$ grows faster than $T$, and the error in units of $k_BT$ increases. The remaining figures are in the numerical output.

## Computed values

```
melting / run temperature: 900 / 600 K
heat of fusion: 0.140 eV/atom
heat-capacity difference: 8.617e-05 eV/K per atom
volume per atom: 0.030 nm^3
gamma put into model: 0.0800 J/m^2 = 0.4993 eV/nm^2
kT at run temperature: 0.05170 eV
driving force dmu: 0.04178 eV/atom; dmu/kT = 0.8080
seed 30 atoms: grown fraction 0.0500, exact 0.0479
seed 40 atoms: grown fraction 0.2050, exact 0.2086
seed 50 atoms: grown fraction 0.4805, exact 0.4813
seed 60 atoms: grown fraction 0.7645, exact 0.7431
seed 70 atoms: grown fraction 0.8840, exact 0.9036
runs per seed: 2000; stop sizes 5 and 150 atoms
half-growth size, sampled: 50.69 +- 0.40 atoms
half-growth size, exact for walk: 50.64 atoms
top of G(N): N_c = 51.49 atoms, radius 0.717 nm
predicted shift -(2/3)kT/dmu: -0.825 atoms
large-nucleus shift: -6.667, predicted -6.667 atoms
barrier from seeds: 1.0588 eV = 1.696e-19 J
barrier from seeds / kT: 20.48
barrier in model: 1.0755 eV = 20.80 kT
seeded minus model barrier: -0.0167 eV
predicted offset -kT/3: -0.0172 eV
gamma from seeds: 0.0796 J/m^2
factor G*/(N_c dmu), cube: 0.500; flat square: 1.000
wall cap 90 deg: N_c 25.74 atoms, barrier 0.5378 eV
wall cap 60 deg: N_c 8.04 atoms, barrier 0.1680 eV
Zeldovich factor: 0.0289
attachment prefactor k0: 1.0e+11 1/s
attachment rate at N_c: 1.384e+12 1/s
flux, population equations / formula: 0.9937
nucleation rate (model barrier): 1.231e+03 nm^-3 s^-1
mean wait in 20 nm cube: 101.5 ns
10% count error: barrier 0.1076 eV, exponential factor 8.01
curvature length +0.05 nm: barrier x 0.775
curvature length -0.05 nm: barrier x 1.196
bulk / shear modulus: 40 / 10 GPa
surface pressure dmu/v: 0.223 GPa
compression: barrier x 0.9972
volume misfit 0.05: strain 0.00234 eV/atom
misfit strain: barrier x 0.944
linear dmu estimate: 0.04667 eV/atom, ratio 1.117
G(1) of model: 0.1914 eV = 3.70 kT
500 K: dmu 0.05308 eV, N_c 25.1, barrier 0.666 eV = 15.5 kT
700 K: dmu 0.02904 eV, N_c 153.4, barrier 2.227 eV = 36.9 kT
```
